Pryce's g tensor for a nondegenerate term and tetragonal d9 copper

## First half: the g tensor of an orbitally nondegenerate term

### 1. What symmetry and dimensions fix

Consider a paramagnetic ion whose lowest level has a single orbital state and spin S. Without spin-orbit coupling its 2S + 1 spin states are degenerate, and a magnetic field B splits them as it would split a free spin. We want the change in this splitting caused by a weak spin-orbit coupling λL·S.

The energy operator for the 2S + 1 states contains B and the spin operators. Time reversal changes the sign of both B and S, and the energy operator must be unchanged when both are reversed. A term linear in B must therefore be odd in S. The simplest such term is

μ_B B·g·S = μ_B Σ_ij B_i g_ij S_j,

where μ_B is the Bohr magneton and g is a dimensionless 3 × 3 tensor. If λ = 0, g is the free-electron value g_e times the unit tensor.

The first correction to g is proportional to λ, which is an energy when L and S are measured in units of ħ. Since g has no dimension, λ must be multiplied by an inverse energy. The energies available are the excitation energies of the orbital states. The correction must also carry two vector indices, one contracted with B and one with S. Orbital angular momentum supplies both, since it enters once in the magnetic energy B·L and once in λL·S. The answer must then have the form

g = g_e 1 − cλΛ,

with c a number and Λ a second-rank tensor built from two factors of L and one inverse excitation energy. This argument does not give c, nor the sign of the shift. Those require the calculation below.

### 2. Hamiltonian and assumptions

We work within one LS term, that is, one set of states with fixed total L and S. Its Hamiltonian is

H = V + W,

W = λL·S + μ_B B·(L + g_e S).

Here V is the ligand field. It acts on the orbital motion, does not involve spin, and is unchanged by time reversal. Its orbital eigenstates within the term are |0>, |1>, |2>, ..., with energies E_0, E_1, E_2, ..., and |0> is nondegenerate.

The sign of the Zeeman energy follows from the electron's negative charge. The magnetic moment is −μ_B(L + g_e S) with g_e > 0, and the energy of a moment in a field is minus their scalar product.

The form λL·S is the spin-orbit energy restricted to the term. The microscopic operator is ζ Σ_k l_k·s_k for electrons of one shell, where ζ is the one-electron constant. Each contribution is a product of an orbital vector and a spin vector. By the Wigner–Eckart theorem, the matrix elements of such a product within one term are proportional to those of the corresponding components of L and S. The proportionality constant is λ. Its value for nine d electrons is derived in section 8.

We neglect the mixing of this term with others and the spreading of the orbitals onto the ligands. We also require λ and μ_B B to be small compared with the excitation energies E_n − E_0.

### 3. Why the orbital moment vanishes at first order

Let K be the antiunitary operator which reverses the orbital motion:

K|L,M> = (−1)^M |L,−M>.

Since L is an integer, K² = 1. Also K L_i K⁻¹ = −L_i, because orbital angular momentum reverses with the motion. The field V commutes with K.

The state K|0> has the same energy as |0>. Because |0> is nondegenerate, the two differ by no more than a phase, and the phase of |0> can be chosen so that K|0> = |0>. The excited states can also be chosen to satisfy K|n> = |n>, including within a degenerate level, because K² = 1 permits a real basis there. For ordinary orbital functions this means choosing real functions.

An antiunitary operator turns a matrix element into its complex conjugate. For any two such real states,

<m|L_i|n>* = <m|K L_i K⁻¹|n> = −<m|L_i|n>.

Every matrix element of L_i in this basis is therefore imaginary. A diagonal element is also real, since L_i is Hermitian, so

<0|L_i|0> = 0.

This is the quenching of orbital angular momentum. The state has no average orbital moment, but it can acquire one when a perturbation mixes in excited states. We write the matrix elements for this mixing as

<n|L_i|0> = i a_{n,i}, with a_{n,i} real.

By Hermiticity <0|L_i|n> = −i a_{n,i}.

### 4. The second-order effective Hamiltonian

Let P project onto |0> with any spin state, and let Q project onto all the excited orbital states. Divide the perturbation into a part W_d that stays within P or within Q, and a part W_o that connects P with Q. We seek an anti-Hermitian operator G, of first order in W, such that the transformed Hamiltonian e^G H e^(−G) has no first-order coupling between P and Q.

The transformation is unitary, so it does not alter the energies. Its expansion is

e^G H e^(−G) = H + [G,H] + ½[G,[G,H]] + ...

The first-order coupling is W_o + [G,V]. We remove it by requiring

[G,V] = −W_o.

Collect the second-order contributions:

[G,W_d] + [G,W_o] + ½[G,[G,V]] = [G,W_d] + [G,W_o] − ½[G,W_o]

= [G,W_d] + ½[G,W_o].

The operator G connects P with Q, and so does [G,W_d]. That remaining coupling is of second order. It can be removed by another transformation, whose effect within P begins beyond second order. Within P we are left with

H_eff = E_0 + PWP + ½P[G,W_o]P.

To find G, take matrix elements between orbital states. They remain operators on the spin. From [G,V] = −W_o,

G_n0 E_0 − E_n G_n0 = −W_n0, so G_n0 = W_n0/(E_n − E_0),

G_0n E_n − E_0 G_0n = −W_0n, so G_0n = −W_0n/(E_n − E_0).

Then

½ Σ_n (G_0n W_n0 − W_0n G_n0) = −Σ_n W_0n W_n0/(E_n − E_0),

and the effective Hamiltonian is

H_eff = E_0 + <0|W|0> − Σ_n <0|W|n><n|W|0>/(E_n − E_0).

The two halves of the commutator have combined into one full second-order term.

### 5. Inserting the perturbation

Since <0|L|0> = 0, the first-order term contains the spin Zeeman energy alone:

<0|W|0> = g_e μ_B B·S.

For an excited state, <n|0> = 0. The spin Zeeman operator contains no orbital operator, so it cannot connect |0> with |n>. The remaining coupling is

<n|W|0> = Σ_j <n|L_j|0>(λS_j + μ_B B_j).

Define

Λ_ij = Σ_n <0|L_i|n><n|L_j|0>/(E_n − E_0).

The second-order energy operator becomes

H_2 = −Σ_ij Λ_ij(λS_i + μ_B B_i)(λS_j + μ_B B_j).

Using the real quantities introduced in section 3,

Λ_ij = Σ_n (−i a_{n,i})(i a_{n,j})/(E_n − E_0) = Σ_n a_{n,i}a_{n,j}/(E_n − E_0).

Thus Λ is real and symmetric. For any real vector q,

q·Λ·q = Σ_n (Σ_i q_i a_{n,i})²/(E_n − E_0) ≥ 0.

Its principal values cannot be negative.

Now expand the product in H_2. The components of B are numbers and commute with S, but the order of S_i and S_j is retained:

H_2 = −Σ_ij Λ_ij(λ²S_iS_j + λμ_B S_iB_j + λμ_B B_iS_j + μ_B²B_iB_j).

Exchange the names i and j in the second contribution. Because Λ_ij = Λ_ji, it equals the third. Their sum is −2λμ_B B·Λ·S. Therefore

H_eff = E_0 + μ_B B·(g_e 1 − 2λΛ)·S − λ²S·Λ·S − μ_B²B·Λ·B.

Comparison with μ_B B·g·S gives Pryce's result:

g = g_e 1 − 2λΛ.

The number c in section 1 is 2.

### 6. Meaning of the three second-order terms

The g shift can also be found from the orbital moment that spin-orbit coupling induces. At B = 0, a spin state χ becomes, to first order in λ,

|0>χ − λ Σ_n,j |n> <n|L_j|0> S_jχ/(E_n − E_0).

The expectation value of L_i has two equal first-order contributions, one with the admixture on the right and one with it on the left:

<L_i> = −2λ Σ_j Λ_ij <S_j>.

Adding this orbital moment to g_e<S> reproduces g. The factor 2 is thus the sum of the two ways in which the ground state and the admixture can meet in an expectation value.

For λ > 0 the induced orbital angular momentum opposes the spin along each principal axis where Λ is nonzero, and g is reduced. For λ < 0 it points along the spin and g is increased. In both cases the mixing lowers the energy.

The term −λ²S·Λ·S can split the spin states without a magnetic field if S ≥ 1. For S = ½ it cannot do so. The symmetric product (S_iS_j + S_jS_i)/2 is then δ_ij/4, and the term reduces to the constant

−λ² trΛ/4.

The term −μ_B²B·Λ·B does not depend on the spin. It describes an orbital moment induced by the field itself. Since its coefficient contains no thermal population of the spin states, it gives a temperature-independent paramagnetism, as long as the excited orbital states are not thermally populated.

### 7. Size of the omitted terms

The next effective operator contains three factors of W and two excitation-energy denominators. Its part linear in B contains two factors of λ, so the first omitted change of g is of order λ²/(E_n − E_0)². In the zero-field splitting, the first omitted part is of order λ³/(E_n − E_0)².

An L = 3, S = 1 model in a field of low symmetry provides a numerical check. The field is V = L_z² + 0.05(L_x² − L_y²) + 0.10(L_xL_z + L_zL_x) + 0.04(L_xL_y + L_yL_x). The exact g is taken as the symmetric square root of ½Tr(M_iM_k), where M_i is L_i + g_e S_i restricted to the three lowest exact states at B = 0. With λ = 0.0040 and a first orbital gap of 0.7021, in the same arbitrary energy unit, the norm of the predicted shift tensor is 0.0830. The norm of the difference between the exact and predicted g tensors is 0.00036, or 0.4% of the shift. Halving λ reduces this difference by a factor 3.9, close to the expected 4. The error of the zero-field splitting falls by 7.7, close to the expected 8.

If an excited state approaches |0> and L connects the two, the corresponding denominator becomes small and the expansion fails. If |0> is itself degenerate, the derivation has lost its starting point, and the degenerate states must be treated together.

### 8. The sign of λ for nine d electrons

A full d shell has ten electrons. With nine, one spin-orbital is empty, so there are ten states. They form a single term with L = 2 and S = ½. Electron repulsion is unchanged by rotations of orbit or spin and is therefore a constant within this term.

Let |F> be the full shell, and let c_k remove an electron from spin-orbital k. The nine-electron states are

|k> = c_k|F>.

A one-electron operator with matrix h acts on them as Σ_ab h_ab c_a†c_b. Use c_a†c_b = δ_ab − c_bc_a†. In the second term, c_a†c_k|F> = δ_ak|F>, because an electron can be added to the empty spin-orbital alone. Hence

<j|Σ_ab h_ab c_a†c_b|k> = δ_jk tr h − h_kj.

For an operator with zero trace, the matrix for the hole is −hᵀ. The orbital and spin matrices l_i and s_i have zero trace, so

L_i = −l_iᵀ and S_i = −s_iᵀ.

The products l_i s_i also have zero trace, since orbit and spin are independent factors. The spin-orbit energy becomes

ζ Σ_i l_i s_i → −ζ Σ_i l_iᵀs_iᵀ = −ζ Σ_i(−l_iᵀ)(−s_iᵀ) = −ζL·S.

Thus

λ = −ζ.

An electron in an attractive central potential has ζ > 0, so λ is negative for d9. In real orbitals l_i is imaginary and Hermitian, hence antisymmetric. Then −l_iᵀ = l_i, and the usual orbital matrices may be used for the hole.

The ligand-field energies also change order. If orbital k has electron energy ε_k, the nine-electron energy is a constant minus ε_k. The lowest hole state has its vacancy in the electron orbital of highest energy.

## Second half: a tetragonal d9 ion

### 9. Results and symbols needed

For an orbitally nondegenerate ground state |0>, the first half gives, to first order in λ,

g = g_e 1 − 2λΛ,

Λ_ij = Σ_n <0|L_i|n><n|L_j|0>/(E_n − E_0).

L and S are dimensionless, g_e is positive, and the spin-orbit energy is λL·S. Nine d electrons can be treated as one hole with S = ½ and λ = −ζ < 0. In a real basis the hole has the usual d-orbital matrices of L. Excitation energies below are energies of the hole.

Take z along the fourfold axis of a tetragonal site. A rotation by 180° about z reverses x and y, so Λ_xz and Λ_yz must vanish. A rotation by 90° exchanges the x and y directions, with one change of sign. It gives Λ_xx = Λ_yy and Λ_xy = −Λ_yx. Since Λ is symmetric, Λ_xy = 0. Two principal values remain:

g_∥ = g_e − 2λΛ_zz,

g_⊥ = g_e − 2λΛ_xx.

Let the hole occupy x²−y². This is the case when that orbital has the highest electron energy. In the ligand-field picture it is favoured by four ligands on the x and y axes that are closer than any on the z axis, because the lobes of x²−y² point towards them. The hole states xy and xz,yz lie at Δ₁ and Δ₂ above the ground state.

### 10. Angular momentum acting on the orbitals

The d orbitals share a radial factor. Since L differentiates with respect to angle, it leaves any function of r unchanged, and we can act on the polynomials alone. Choose

f = (x² − y²)/2, b = xy, u = yz, v = xz.

These have equal norms. A rotation by 45° about z takes xy into f apart from a sign, and exchanging the coordinate axes takes xy into yz or xz. One common factor therefore normalizes all four.

With L = −i r × ∇,

L_x = −i(y∂_z − z∂_y),

L_y = −i(z∂_x − x∂_z),

L_z = −i(x∂_y − y∂_x).

The derivatives of f are ∂_x f = x, ∂_y f = −y and ∂_z f = 0. Thus

L_x f = −i[0 − z(−y)] = −iu,

L_y f = −i[zx − 0] = −iv,

L_z f = −i[x(−y) − yx] = 2ib.

Each component of L leads to a different orbital. The squared magnitudes of the three couplings are 1, 1 and 4. Substitution in the definition of Λ gives

Λ_xx = 1/Δ₂, Λ_yy = 1/Δ₂, Λ_zz = 4/Δ₁.

The off-diagonal elements vanish, as the symmetry argument required. We obtain

g_∥ = g_e − 8λ/Δ₁,

g_⊥ = g_e − 2λ/Δ₂.

The shifts −8λ/Δ and −2λ/Δ follow if both excitation energies are replaced by one value Δ. Tetragonal symmetry does not require that replacement.

The factor 8 is 2 × 4. Two comes from the cross term in Pryce's formula, and four from the squared matrix element of L_z. The functions x²−y² and xy are the two real combinations of m = 2 and m = −2, which is why this matrix element has magnitude 2. Since λ < 0, both g values exceed g_e. For equal denominators the parallel shift is four times the perpendicular one.

### 11. If the hole is in z²

A different tetragonal distortion may put the z² orbital highest. Its normalized partner to the functions above is

h = (2z² − x² − y²)/(2√3).

To check the norm, set A = (z² − x²)/2 and C = (z² − y²)/2. Each has the norm of f, and so does their difference, which is (y² − x²)/2. If the squared norm is N, then N = 2N − 2(A,C), so the overlap (A,C) is N/2. The squared norm of A + C is 3N, and h = (A + C)/√3 has squared norm N.

Its derivatives are −x/√3, −y/√3 and 2z/√3. Therefore

L_x h = −i(2yz + zy)/√3 = −i√3u,

L_y h = −i(−zx − 2xz)/√3 = i√3v,

L_z h = −i(−xy + yx)/√3 = 0.

With xz,yz at energy Δ above z², Λ_xx = Λ_yy = 3/Δ and Λ_zz = 0. To first order in λ,

g_∥ = g_e,

g_⊥ = g_e − 6λ/Δ.

With λ < 0 the z² hole has g_⊥ > g_∥. For the x²−y² hole, g_∥ − g_⊥ = −λ(8/Δ₁ − 2/Δ₂), which is positive when Δ₁ < 4Δ₂. To first order in λ, the order of the two g values then distinguishes the two ground states. When Δ₁ is close to 4Δ₂ the first-order difference is small, and terms of order λ² can reverse its sign.

In an octahedral field x²−y² and z² are degenerate. The formulas for a single ground orbital then do not apply, even though neither shift for the x²−y² hole contains the energy of z². That energy is absent because L f has no z² component. The two states can still be coupled through u and v. Applying the second-order operator to the degenerate pair, with Δ the energy of u and v, gives the off-diagonal spin operator

<f|H_2|h> = −(√3/Δ)[(λS_x + μ_B B_x)² − (λS_y + μ_B B_y)²]

= −(√3/Δ)[2λμ_B(B_xS_x − B_yS_y) + μ_B²(B_x² − B_y²)].

The λ² parts cancel because S_x² = S_y² = ¼. A magnetic field can therefore mix the two orbitals, and a separate g tensor for one of them is insufficient.

### 12. A worked example

Take a model d9 ion with the round parameters ζ = 800 cm⁻¹, Δ₁ = 16000 cm⁻¹ and Δ₂ = 20000 cm⁻¹. They do not represent a particular compound. The sign rule gives λ = −800 cm⁻¹.

The tensor elements are

Λ_zz = 4/16000 = 2.5 × 10⁻⁴ cm,

Λ_xx = 1/20000 = 5.0 × 10⁻⁵ cm.

The unit cm is an inverse wavenumber, as required for Λ when λ is in cm⁻¹. The shifts are

−8λ/Δ₁ = 6400/16000 = 0.400,

−2λ/Δ₂ = 1600/20000 = 0.080.

With g_e = 2.0023,

g_∥ = 2.402 and g_⊥ = 2.082.

Diagonalization of the ten nine-electron states, without expansion in λ, gives 2.388 and 2.072. The z² hole state was placed at 10000 cm⁻¹. Placing it at 200, 2000 or 30000 cm⁻¹ instead leaves these values unchanged, because at zero field the fourfold symmetry keeps z² out of the lowest pair. To extract these values, let M_i be L_i + g_e S_i restricted to the lowest pair of states. Equating M_i with Σ_j g_ij S_j, where S_j now acts on the pair, and using Tr(S_jS_k) = δ_jk/2 gives

(g gᵀ)_ik = 2 Tr(M_iM_k).

The first-order formula is too high by 0.015 for g_∥ and by 0.010 for g_⊥. Relative to the predicted shifts these errors are 4% and 13%. The perpendicular shift is the less accurate one in relative terms because it is much smaller, while the two absolute errors are similar.

The constant spin-orbit lowering is

λ² trΛ/4 = 800²(2.5 × 10⁻⁴ + 2 × 5.0 × 10⁻⁵)/4 = 56 cm⁻¹.

The diagonalization gives 54.6 cm⁻¹. This lowering is common to both spin states and does not affect the resonance field.

At a frequency ν, resonance occurs when hν = gμ_B B, where h is here Planck's constant. For 9.5 GHz, the first-order g values give B = 283 mT parallel to z and 326 mT perpendicular to it. A free electron would resonate at 339 mT. The larger g requires the smaller field.

### 13. The next correction to g_∥

The errors just found can be calculated. Let |+> be the member of the lowest pair that becomes f↑ when λ → 0. The coupling λL·S gives it the first-order amplitudes

b↑: −iλ/Δ₁,

u↓: iλ/(2Δ₂),

v↓: −λ/(2Δ₂).

These follow from the results of section 10, with S_z↑ = ½↑, S_x↑ = ½↓ and S_y↑ = (i/2)↓, after division by minus the excitation energy.

Further matrix elements are needed between the excited orbitals. Differentiation gives

L_z v = iu, L_x v = −ib, L_y u = ib.

The second-order amplitude of b↑ comes from the paths through u↓ and v↓. With S_y↓ = −(i/2)↑ and S_x↓ = ½↑, the last steps have matrix elements λ/2 and −iλ/2. The first steps have −iλ/2 and λ/2. The two products are equal, and the amplitude is

b↑, second order: −iλ²/(2Δ₁Δ₂).

For a field along z, g_∥ = 2<+|L_z + g_e S_z|+>. There are three changes of order λ²:

- The second-order b↑ amplitude meets f↑ through <f|L_z|b> = −2i. It changes <L_z> by −2λ²/(Δ₁Δ₂).
- The u↓ and v↓ amplitudes meet through <u|L_z|v> = i. They change <L_z> by −λ²/(2Δ₂²).
- The reversed spins have total weight λ²/(2Δ₂²), which changes <S_z> by minus this amount.

After multiplication by 2,

δg_∥ = −λ²[4/(Δ₁Δ₂) + (1 + g_e)/Δ₂²].

In the example |λ|/Δ₁ = 0.05 and |λ|/Δ₂ = 0.04, so

δg_∥ = −(4 × 0.05 × 0.04 + 3.0023 × 0.04²) = −0.0128.

This accounts for most of the difference −0.0148. At ζ = 200 cm⁻¹ the correction is sixteen times smaller, −0.00080, and the computed difference is −0.00083. The agreement improves as the higher powers of λ become less important.

### 14. The next correction to g_⊥

The other member |−> is the time reverse of |+>. Its amplitudes are complex conjugated, with ↑ → ↓ and ↓ → −↑. For a field along x, g_⊥ = 2<−|L_x + g_e S_x|+>.

First consider the spin. The amplitudes in |−> are iλ/Δ₁ for b↓, iλ/(2Δ₂) for u↑ and λ/(2Δ₂) for v↑. The b contribution to <−|S_x|+> is −λ²/(2Δ₁²), while the u and v contributions cancel. Normalization reduces the f contribution from ½ by half the total admixed weight, which is λ²/Δ₁² + λ²/(2Δ₂²). Together,

δ<−|S_x|+> = −λ²[1/Δ₁² + 1/(4Δ₂²)].

Next consider the orbital part. The second-order amplitude of u↓, reached through b↑ and v↓, is

iλ²[1/(2Δ₁Δ₂) − 1/(4Δ₂²)].

It meets f↓ through <f|L_x|u> = i. The time-reversed contribution is equal, and their sum is −λ²[1/(Δ₁Δ₂) − 1/(2Δ₂²)]. The first-order amplitudes of b and v meet through L_x and add λ²/(Δ₁Δ₂). The mixed denominators cancel, leaving λ²/(2Δ₂²). Hence

δg_⊥ = −λ²[g_e(2/Δ₁² + 1/(2Δ₂²)) − 1/Δ₂²].

The numerical value is

−[2.0023(2 × 0.05² + 0.5 × 0.04²) − 0.04²] = −0.0100,

compared with the computed difference −0.0101. The term 2g_e/Δ₁² shows why the perpendicular error is not small: mixing with xy reduces the spin matrix element for a perpendicular field, although xy does not enter the first-order perpendicular shift.

### 15. What a measured shift determines

For a hole in x²−y², and to first order in λ, a measured g_∥ − g_e gives the ratio λ/Δ₁, and g_⊥ − g_e gives λ/Δ₂. An independent excitation energy is needed to obtain λ itself. The corrections above indicate the error made by stopping at first order.

If the hole spreads onto the ligands, its angular-momentum and spin-orbit matrix elements are no longer those of a pure d orbital. The coefficients 8 and 2 then cannot be used with the ionic λ without further justification. The numerical check concerns the pure-d model and does not assess this approximation.

Computed results

```
free-electron g_e = 2.002319
General model L=3, S=1 (unitless energies)
  orbital gap = 0.7021, lambda = 0.0040
  norm of g shift 2*lambda*Lambda = 0.083003
  norm of g remainder = 3.645e-04
  g remainder ratio on halving lambda = 3.913
  splitting remainder ratio on halving = 7.708
Model d9 ion, hole in x2-y2
  zeta = 800 cm^-1, lambda = -800 cm^-1
  Delta1 (xy) = 16000 cm^-1
  Delta2 (xz,yz) = 20000 cm^-1
  z2 hole state = 10000 cm^-1
  |<xy|Lz|x2-y2>| = 2.0000
  |<yz|Lx|x2-y2>| = 1.0000
  |<xz|Ly|x2-y2>| = 1.0000
  Lambda_zz = 2.5000e-04 cm
  Lambda_xx = 5.0000e-05 cm
  shift -8*lambda/Delta1 = 0.4000
  shift -2*lambda/Delta2 = 0.0800
  g_par  formula = 2.4023, exact = 2.3875
  g_perp formula = 2.0823, exact = 2.0722
  zeta = 800 cm^-1: exact - formula, par = -0.014785, perp = -0.010071
  zeta = 400 cm^-1: exact - formula, par = -0.003462, perp = -0.002517
  zeta = 200 cm^-1: exact - formula, par = -0.000834, perp = -0.000628
  ground lowering, formula = 56.00 cm^-1
  ground lowering, exact = 54.58 cm^-1
  microwave frequency = 9.5 GHz
  resonance field, par (formula g) = 282.54 mT
  resonance field, perp (formula g) = 325.96 mT
  resonance field, free electron (formula g) = 338.98 mT
Same zeta, hole in z2 instead
  Delta (xz,yz) = 20000 cm^-1
  x2-y2 hole state = 10000 cm^-1
  xy hole state = 16000 cm^-1
  g_par  formula = 2.0023, exact = 1.9977
  g_perp formula = 2.2423, exact = 2.2319
```
